\section*{Statistical error of the roughness amplitude of one edge}

\section*{Question}

The edge of an interconnect trench is traced over a length $L=2\,\mu$m, and its roughness amplitude is computed from that one trace. The edge is a Gaussian random curve whose correlation decays exponentially with a correlation length $\xi=20$ nm. How large is the relative statistical error of the amplitude, and how does it scale with edge length, correlation length and sampling?

\section*{Answer}

The error is about seven percent (one standard deviation). It is set by the number of correlation lengths on the edge, here 100, and falls as the inverse square root of that number.

\subsection*{Model and estimator}

Let $y(x)$ be the deviation of the edge from its ideal straight position. It is taken as a stationary Gaussian process with zero mean and covariance
\begin{equation}
R(u)=\langle y(x)y(x+u)\rangle=\sigma^2\rho(u),\qquad \rho(u)=e^{-|u|/\xi}.
\end{equation}
Thus $\xi$ is the $1/e$ length of the covariance, and $\sigma$ is the true amplitude. The estimate $s$ is the root mean square deviation along the trace,
\begin{equation}
s^2=\frac1L\int_0^L y^2(x)\,dx .
\end{equation}
If the ideal position is known, $\langle s^2\rangle=\sigma^2$. If roughness is quoted as $3s$, estimate and error both triple and the relative error is unchanged.

\subsection*{Fluctuation of the variance}

The variance of $s^2$ needs the covariance of $y^2$ at two points. Two jointly Gaussian values with correlation $\rho$ can be written as $y=\sigma z$ and $y'=\sigma(\rho z+\sqrt{1-\rho^2}\,z')$, with $z,z'$ independent unit normal variables. The term linear in $z'$ averages to zero, and $\langle z^4\rangle=3$, so
\begin{equation}
\langle y^2y'^2\rangle=\sigma^4\left[3\rho^2+(1-\rho^2)\right]=\sigma^4(1+2\rho^2).
\end{equation}
Subtracting $\langle y^2\rangle\langle y'^2\rangle=\sigma^4$ leaves $2R^2$. Therefore
\begin{equation}
\mathrm{Var}(s^2)=\frac{2}{L^2}\int_0^L\!\!\int_0^L R^2(x-x')\,dx\,dx'
=\frac{4\sigma^4}{L^2}\int_0^L(L-u)e^{-2u/\xi}\,du .
\end{equation}
The last form holds because pairs with separation $u$ occupy a length $L-u$, and both orders of the pair count. Integration by parts gives
\begin{equation}
\int_0^L(L-u)e^{-2u/\xi}du=\frac{\xi L}{2}-\frac{\xi}{2}\int_0^L e^{-2u/\xi}du
=\frac{\xi L}{2}-\frac{\xi^2}{4}\left(1-e^{-2L/\xi}\right).
\end{equation}
With $t=\xi/L$,
\begin{equation}
\frac{\mathrm{Var}(s^2)}{\sigma^4}=2\left[t-\frac{t^2}{2}\left(1-e^{-2/t}\right)\right]\simeq 2t\qquad(t\ll1).
\label{eq:var}
\end{equation}
The mean square of $N_{\rm eff}$ independent Gaussian values would have relative variance $2/N_{\rm eff}$. Hence $N_{\rm eff}=L/\xi$: for this purpose, one correlation length supplies one independent value.

\subsection*{From variance to amplitude}

Write $s^2=\sigma^2(1+\delta)$, where $\langle\delta\rangle=0$ and $\langle\delta^2\rangle\simeq2t$. Then
\begin{equation}
\frac{s}{\sigma}=\sqrt{1+\delta}\simeq1+\frac{\delta}{2}-\frac{\delta^2}{8}.
\end{equation}
The linear term halves the relative error of the variance:
\begin{equation}
\boxed{\frac{\mathrm{sd}(s)}{\sigma}\simeq\frac12\sqrt{2t}=\sqrt{\frac{\xi}{2L}}}
\end{equation}
The quadratic term gives a small bias, $\langle s\rangle/\sigma-1\simeq-t/4$.

For the stated edge,
\begin{equation}
t=\frac{20}{2000}=0.01,\qquad
\frac{\mathrm{sd}(s)}{\sigma}\simeq\sqrt{0.005}=7.1\%.
\end{equation}
The variance itself has an error of 14.1\%. For a true amplitude of 1.5 nm, the amplitude error is 0.11 nm. Two independent edges with the same true amplitude will differ by $\sqrt2\times7.1\%\simeq10\%$ root mean square, so a difference of that size between two single edges is no evidence of different processes.

The square root can also be treated without expansion. For $N$ samples, diagonalizing the covariance matrix gives $s^2=\sum_k\lambda_kz_k^2$, where $\lambda_k$ are its eigenvalues divided by $N$ and $z_k$ are independent unit normal variables. Integration by parts shows that
\begin{equation}
\int_0^\infty\frac{1-e^{-qv^2}}{v^2}dv=2q\int_0^\infty e^{-qv^2}dv=\sqrt{\pi q}.
\end{equation}
Setting $q=s^2$ and averaging each Gaussian factor yields
\begin{equation}
\langle s\rangle=\frac1{\sqrt\pi}\int_0^\infty\frac{dv}{v^2}
\left[1-\prod_k(1+2\lambda_kv^2)^{-1/2}\right],
\end{equation}
and $\mathrm{Var}(s)=\langle s^2\rangle-\langle s\rangle^2$. At 1 nm spacing this gives an error of 7.01\% and a bias of $-0.25\%$, the latter in agreement with $-t/4$. A simulation of 16\,000 edges gives 6.95\%, with a sampling uncertainty of about 0.6\% of that value; 69\% of the simulated amplitudes lie within 7.1\% of $\sigma$.

\subsection*{Scaling and its limits}

At fixed $\xi$, halving the error takes four times the length. At fixed $L=2\,\mu$m, a correlation length of 10 nm gives 5\%, and 40 nm gives 10\%. The amplitude $\sigma$ drops out of the relative error.

The opposite limit, $L\ll\xi$, shows where the estimate fails. Expanding the exponential in (\ref{eq:var}) to third order for large $t$ gives
\begin{equation}
\frac{\mathrm{Var}(s^2)}{\sigma^4}\simeq2\left(1-\frac{2}{3t}\right)\to2 .
\end{equation}
The trace is then nearly one constant value, $s\simeq|y|$. Since $\langle|y|\rangle=\sigma\sqrt{2/\pi}$, the error tends to $\sigma\sqrt{1-2/\pi}\simeq0.60\,\sigma$ instead of growing as $\sqrt{\xi/(2L)}$.

Finer sampling does not replace length. For $N=L/d$ samples at spacing $d$, the double integral becomes a double sum. When $L\gg\xi$ and $L\gg d$, end effects are negligible, and with $r=e^{-2d/\xi}$,
\begin{equation}
\frac{\mathrm{Var}(s^2)}{\sigma^4}\simeq\frac2N\left(1+2\sum_{k=1}^{\infty}r^k\right)
=\frac2N\,\frac{1+r}{1-r}=\frac{2d}{L}\coth\frac d\xi .
\end{equation}
The relative amplitude error is half the square root of this, $\sqrt{d\coth(d/\xi)/(2L)}$. For $d\ll\xi$ it returns to $\sqrt{\xi/(2L)}$; for $d\gg\xi$ it becomes $1/\sqrt{2N}$, the result for independent samples. At fixed $L$ and $\xi$, spacings of 1 nm and 20 nm give 7.1\% and 8.1\%. Treating the 2000 samples at 1 nm spacing as independent would give 1.6\%, too small by a factor of about 4.5.

More edges do help. If $s^2$ is averaged over $M$ independent edges before the root is taken, the error falls by $\sqrt M$. An error of 1\% requires
\begin{equation}
M=\frac{0.005}{(0.01)^2}=50
\end{equation}
edges, or $100\,\mu$m of total length. Grouping the simulated edges in fifties gives 1.00\%, with a sampling uncertainty of about 4\% of that value. Correlation between edges would raise the required number.

\subsection*{Fitting the edge position}

Suppose the mean position $\bar y$ is fitted to the same trace. The estimator becomes $s_c^2=s^2-\bar y^2$, and the mean variance falls by the fraction
\begin{equation}
w=\frac{\langle\bar y^2\rangle}{\sigma^2}
=\frac2{L^2}\int_0^L(L-u)e^{-u/\xi}du
=2t-2t^2(1-e^{-1/t}),
\end{equation}
by the same integration as before with $2/\xi$ replaced by $1/\xi$. Here $w=1.98\%$.

The random error changes too. Let $g(x)=L^{-1}\int_0^LR(x-x')dx'$. The centred edge has covariance $C=R(x-x')-g(x)-g(x')+\sigma^2w$. In the average of $C^2$ over both points, denoted by an overbar, $\overline{Rg}=\overline{g^2}$ and $\overline R=\overline g=\sigma^2w$, so
\begin{equation}
\overline{C^2}=\overline{R^2}-2\overline{g^2}+\sigma^4w^2 .
\end{equation}
Away from the ends $g\simeq2t\sigma^2$. To second order in $t$, therefore,
\begin{equation}
\frac{\overline{C^2}}{\sigma^4}\simeq t-\frac{t^2}{2}-8t^2+4t^2=t-\frac92t^2 .
\end{equation}
Relative to the reduced mean $\sigma^2(1-w)$, the linearized amplitude error is
\begin{equation}
\frac{\sqrt{2\overline{C^2}}}{2\sigma^2(1-w)}
\simeq\sqrt{\frac t2}\left(1-\frac94t\right)(1+2t)
\simeq\sqrt{\frac t2}\left(1-\frac t4\right).
\end{equation}
The loss of fluctuation nearly cancels the loss of mean, and the error stays at 7.1\%. The bias does not cancel: with the square root included, the amplitude is low by 1.2\%.

Fitting a tilt removes a second smooth mode. A mode $\phi$ with $L^{-1}\int\phi^2dx=1$ carries the variance
\begin{equation}
\frac1{L^2}\iint\phi(x)\phi(x')R(x-x')\,dx\,dx'\simeq\frac{2\xi\sigma^2}{L^2}\int\phi^2dx=2t\sigma^2,
\end{equation}
because $\phi$ hardly changes over $\xi$ and $\int R\,du=2\xi\sigma^2$. Mean and tilt together remove 3.9\% of the variance, which lowers the root of the mean variance by 2.0\%. This is small beside the error of one edge, but pooling 50 edges fitted separately would leave it twice as large as the random error.

\subsection*{What a real edge changes}

The chosen values are illustrative: amplitude and correlation length depend on the process and have to be measured for the lines at hand. Real traces also contain detection noise and instrumental smoothing, and their statistics need be neither exponential nor Gaussian. The following estimates change one assumption at a time, with $L$, $\xi$ and $\sigma$ fixed.

White noise of $\sigma_n=0.5$ nm per 1 nm sample adds $\sigma_n^2$ to the mean variance. With $\nu=\sigma_n/\sigma=1/3$, it raises the amplitude by $\sqrt{1+\nu^2}-1=5.4\%$ if left in. Subtracting a known noise variance removes this bias. The noise adds $\sigma_n^2$ to the diagonal of the covariance matrix, so its squared elements gain $N(2\sigma^2\sigma_n^2+\sigma_n^4)$ in total, and the random error becomes
\begin{equation}
\sqrt{\frac12\left[t-\frac{t^2}{2}+\frac{2\nu^2+\nu^4}{N}\right]}=7.1\%.
\end{equation}
Here the noise matters mainly through its bias.

Averaging over $b=3$ nm along the edge reduces the variance to the function $w$ with $t$ replaced by $\xi/b$. For $b\ll\xi$ this is about $1-b/(3\xi)=0.95$; the full expression gives 0.952 and lowers the amplitude by 2.4\%. The random error relative to the reduced amplitude rises to about 7.4\%.

For other covariance shapes whose correlations die out well within $L$, the leading error is $\sqrt{\Lambda/(2L)}$ with $\Lambda=\int_{-\infty}^{\infty}\rho^2du$. The exponential has $\Lambda=\xi$. The shape $\rho=e^{-(u/\xi)^2}$ has $\Lambda=\xi\sqrt{\pi/2}$, which raises the error to 7.9\%.

To size skewness, let $y=\sigma[h+a(h^2-1)]/\sqrt{1+2a^2}$, where $h$ is a unit Gaussian process with correlation $\rho=e^{-|u|/\xi}$. The correlation of $y$ is then $(\rho+2a^2\rho^2)/(1+2a^2)$, which stays close to $\rho$ for small $a$. In the Hermite polynomials $H_1=h$, $H_2=h^2-1$, $H_3=h^3-3h$ and $H_4=h^4-6h^2+3$,
\begin{equation}
(1+2a^2)\frac{y^2}{\sigma^2}=1+2a^2+4aH_1+(1+4a^2)H_2+2aH_3+a^2H_4 .
\end{equation}
The average $\langle e^{ph-p^2/2}e^{qh'-q^2/2}\rangle=e^{pq\rho}$ generates $\langle H_mH_n'\rangle=\delta_{mn}n!\rho^n$. Since $L^{-1}\int\rho^n du=2t/n$, summing the four terms gives
\begin{equation}
\frac{\mathrm{Var}(s^2)}{\sigma^4}\simeq2t\,\frac{1+32a^2+22a^4}{(1+2a^2)^2}.
\end{equation}
For $a=0.1$, a skewness of 0.59, the ratio is 1.27 and the linearized amplitude error is 8.0\% (about 7.8\% with the square root and finite length included). Of the rise of 0.27, $H_1$, whose correlation decays over $\xi$ rather than $\xi/2$, supplies 0.15, $H_3$ supplies 0.08 and $H_2$ supplies 0.04. For $a=0.2$, a skewness of 1.1, the ratio is 1.98 and the linearized error is 10\%.

At the sizes first chosen here ($\sigma_n=0.5$ nm, the Gaussian shape, $a=0.1$), noise, covariance shape and skewness each leave the random error between 7\% and 8\%, while the uncorrected noise bias is about three quarters of the random error. This range is not general. Stronger skewness or noise larger than $\sigma$ exceeds it, and so does long-wavelength roughness: a covariance with the same $1/e$ length but a fifth of its variance in an exponential component of length 500 nm gives about 9\%. The error follows the integral of $\rho^2$, which the $1/e$ length alone does not fix.

\section*{Table of computed values}
\begin{verbatim}
Edge length L: 2000 nm
Correlation length xi: 20 nm
True amplitude sigma: 1.50 nm
Sample spacing d: 1.0 nm
Ratio t = xi/L: 0.0100 (dimensionless)
Effective independent values L/xi: 100 (count)
Relative error of variance, leading: 14.142 %
Relative error of amplitude, leading: 7.071 %
Absolute error of amplitude, leading: 0.1061 nm
Amplitude error, finite L, linearized: 7.053 %
Amplitude error, full square root, known mean: 7.013 %
Amplitude bias, known mean: -0.246 %
Simulated edges: 16000 (count)
Simulated amplitude error, known mean: 6.951 %
Simulated fraction within leading error of sigma: 69.1 %
Variance lost by fitting mean: 1.980 %
Fitted-mean relative error, linearized: 7.052 %
Fitted-mean sd(s)/E[s], full square root: 7.029 %
Fitted-mean amplitude bias, full square root: -1.239 %
Variance lost by fitting mean and tilt: 3.921 %
Amplitude bias from mean and tilt, sqrt of mean variance: -1.980 %
Error with d = 1 nm sampling law: 7.074 %
Error with d = xi = 20 nm sampling law: 8.103 %
False error if all pixels were independent: 1.581 %
Edges needed for 1% error: 50 (count)
Simulated error after pooling those edges: 1.003 %
White noise per sample: 0.50 nm
Amplitude bias if noise is retained: 5.409 %
Error after known noise variance is subtracted: 7.095 %
Instrument averaging length: 3.0 nm
Amplitude bias from instrument averaging: -2.439 %
Error for Gaussian-shaped covariance: 7.916 %
Skewed-edge parameter a: 0.10 (dimensionless)
Skewness of that edge: 0.590 (dimensionless)
Error for skewed edge: 7.971 %
Leading error if xi = 10 nm: 5.000 %
Leading error if xi = 40 nm: 10.000 %
\end{verbatim}
